# Gauss-Mehler Quadrature for Screened Ion-Atom Deflection Angles

## The difficulty at the turning point

A chlorine ion of 50 eV passes a silicon atom with impact parameter 0.10 nm. In the screened potential used below, its centre-of-mass deflection is 72.66°. Ordinary Gauss-Legendre quadrature of the scattering integral, in the variable \(u=r_0/r\), misses this angle by 8.2° with 4 nodes and still by 1.1° with 32. Each doubling of the work only about halves the error. A sputtering simulation built from binary collisions needs such an angle at every collision, so neither the error nor the cost is welcome.

The cause is the turning point \(r_0\), where the radial velocity vanishes and the integrand diverges as an inverse square root. The integral is finite, but a polynomial rule represents such an integrand poorly. The cure is to put the singular factor into the quadrature weight. For a smooth potential and a simple turning point, the other end of the path, at infinite separation, then decides whether the error falls only as a power of the number of nodes or faster than any power.

## The scattering integral

Consider two atoms with a central potential \(V(r)\) that vanishes at infinity. Let \(\mu\) be their reduced mass, \(v\) their initial relative speed, \(E=\mu v^2/2\) the centre-of-mass energy and \(b>0\) the impact parameter. The motion is classical and elastic. Conservation of angular momentum and energy gives

\[
r^2\dot\varphi=vb,\qquad
\frac{\mu}{2}\left(\dot r^2+r^2\dot\varphi^2\right)+V=E .
\]

Inserting \(r\dot\varphi=vb/r\) and dividing by \(E=\mu v^2/2\) gives

\[
\dot r^2=v^2\left[1-\frac{V(r)}{E}-\frac{b^2}{r^2}\right],\qquad
\left|\frac{d\varphi}{dr}\right|=\frac{b}{r^2\sqrt{1-V/E-b^2/r^2}} .
\]

The incoming particle turns at the outermost zero \(r_0\) of the bracket. The outgoing half of the path mirrors the incoming half, so the relative vector sweeps twice the angle of one half. A straight path sweeps \(\pi\), and the deflection is the difference:

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}} .
\]

With this sign, repulsion gives positive \(\theta\). Now set \(u=r_0/r\). Then \(dr/r^2=-du/r_0\), and the limits \(r_0,\infty\) become \(1,0\). Reversing them absorbs the minus sign:

\[
\theta=\pi-\frac{2b}{r_0}\int_0^1\frac{du}{\sqrt{g(u)}},\qquad
g(u)=1-\frac{V(r_0/u)}{E}-\left(\frac{bu}{r_0}\right)^2 .
\]

For a repulsive potential that never increases with \(r\), \(g\) falls steadily from 1 at \(u=0\) to 0 at \(u=1\), so there is a single turning point.

## Removing the singularity

The chain rule gives \(dV(r_0/u)/du=-(r_0/u^2)V'(r_0/u)\). At \(u=1\), therefore,

\[
-g'(1)=\frac{2b^2}{r_0^2}-\frac{r_0V'(r_0)}{E}.
\]

If \(V'(r_0)\le0\) and \(b>0\), this is positive and the root is simple. Near it, \(g\simeq-g'(1)(1-u)\), which produces the inverse square root. Define

\[
H(u)=\sqrt{\frac{1-u^2}{g(u)}} .
\]

Since \(1-u^2=(1-u)(1+u)\simeq2(1-u)\), the vanishing factors cancel and

\[
H(1)=\sqrt{\frac{2}{-g'(1)}}
\]

is finite. The integral becomes

\[
I=\int_0^1\frac{H(u)}{\sqrt{1-u^2}}\,du
=\int_0^{\pi/2}H(\sin\psi)\,d\psi ,
\]

where \(u=\sin\psi\) and \(du=\sqrt{1-u^2}\,d\psi\). Apply the midpoint rule with \(n\) cells of width \(h=\pi/(2n)\). Its points are \(\psi_j=(2j-1)\pi/(4n)\). Because \(\sin\psi_j=\cos(\pi/2-\psi_j)\), and \(\pi/2-\psi_j\) runs through the same set in reverse order, the nodes can be written

\[
u_i=\cos\frac{(2i-1)\pi}{4n},\qquad i=1,\ldots,n .
\]

The sum is \(M=(\pi/2n)\sum_iH(u_i)\), and \(\theta_n=\pi-(2b/r_0)M\) gives the Gauss-Mehler formula

\[
\boxed{\theta_n=\pi\left[1-\frac{b}{nr_0}\sum_{i=1}^{n}H(u_i)\right]} .
\]

The formula fails at orbiting, which an attractive part of the potential can cause. There \(g\) has a double root, \(\sqrt g\) vanishes as \(1-u\), and the original integral diverges logarithmically. No weight can repair a divergent integral. Near orbiting the root is simple, but \(H\) becomes large: at \(u=1\) if the particle turns just outside the barrier, or at some \(u<1\) if it just passes over the barrier and turns further in. More nodes must then be expected.

### Polynomial exactness

An even power \(u^{2k}=\sin^{2k}\psi\) is a sum of a constant and \(\cos2m\psi\) with \(1\le m\le k\). At the midpoints,

\[
\sum_{j=1}^{n}\cos(2m\psi_j)=\frac{\sin m\pi}{2\sin(m\pi/2n)}=0,
\qquad 1\le m<2n ,
\]

which agrees with the vanishing integral of each cosine. The rule is therefore exact for even polynomials through degree \(4n-2\). For \(u^{4n}\) there is also a term \(2^{1-4n}\cos4n\psi\). It equals \(-2^{1-4n}\) at every midpoint but integrates to zero, so

\[
M-I=-\frac{\pi}{2}\,2^{1-4n}.
\]

This exactness concerns even polynomials in \(u\). A physical \(H\) is in general neither even nor a polynomial, so an error remains. Odd terms in \(H\) can make it fall slowly, as shown next.

## Error analysis

Let \(f(\psi)=H(\sin\psi)\). On a cell centred at \(c\), Taylor expansion removes odd terms by symmetry and gives

\[
\int_{c-h/2}^{c+h/2}f\,d\psi=hf(c)+\frac{h^3}{24}f''(c)+O(h^5).
\]

Summing over cells, \(\sum hf''(c)\) is itself a midpoint sum for \(\int f''d\psi\). Thus

\[
I-M=\frac{h^2}{24}\left[f'(\pi/2)-f'(0)\right]+O(h^4).
\]

Repeating the replacement in the higher terms gives the Euler-Maclaurin expansion, in which \(h^{2k}\) multiplies the difference of \(f^{(2k-1)}\) between the two ends.

At \(\psi=\pi/2\) the sine is even about the endpoint. If \(V\) is smooth near \(r_0\) and the root is simple, \(f\) is smooth and even there, and its odd derivatives vanish. What remains comes from \(\psi=0\), where the atoms are infinitely far apart.

### Exponential screening

Take

\[
V(r)=\frac{K}{r}\sum_kc_ke^{-d_kr/a},\qquad d_k>0 ,
\]

with screening length \(a\). In terms of \(u\), each part is proportional to \(u\,e^{-d_kr_0/(au)}\). As \(u\to0^+\) this vanishes faster than any power, together with all its derivatives. The Taylor series of \(H\) at zero is then that of \(\sqrt{(1-u^2)/(1-b^2u^2/r_0^2)}\), which contains even powers alone. Every odd derivative of \(f\) vanishes at \(\psi=0\) too. For a fixed collision, the error therefore falls faster than any power of \(1/n\) as \(n\to\infty\).

### Coulomb tail

For \(V=K/r\), let \(\beta=V(r_0)/E\). The turning-point condition gives \(b^2/r_0^2=1-\beta\), hence

\[
H^2=\frac{1-u^2}{1-\beta u-(1-\beta)u^2}=1+\beta u+O(u^2),
\qquad f'(0)=\frac{\beta}{2}.
\]

So \(I-M\simeq-h^2\beta/48\). Since \(\theta_n-\theta=(2b/r_0)(I-M)\) and \(h^2=\pi^2/(4n^2)\),

\[
\theta_n-\theta\simeq-\frac{b}{r_0}\frac{\beta\pi^2}{96n^2}.
\]

The singularity has been removed, yet convergence is only second order.

The exact angle is available for comparison. With \(w=b/r\) and \(\lambda=K/(2Eb)\), completing the square gives

\[
\theta=\pi-2\int_0^{w_0}\frac{dw}{\sqrt{1+\lambda^2-(w+\lambda)^2}}
=\pi-2\left(\frac{\pi}{2}-\arctan\lambda\right)=2\arctan\lambda ,
\]

because the upper limit \(w_0\) makes the root vanish. In dimensionless units with \(K=E=1\), \(b=0.7\) and \(n=40\), the measured error is \(-2.4309\times10^{-5}\) rad and the leading formula gives \(-2.4310\times10^{-5}\) rad.

Two other power laws confirm the role of parity. For \(V=C/r^2\) with \(C>0\), \(r_0^2=b^2+C/E\), so \(g=1-u^2\) and \(H=1\). One node gives the exact result \(\theta=\pi(1-b/r_0)\). For \(V=C/r^3\), the first odd term in \(H\) is \(u^3\). Then \(f'(0)=0\) but \(f'''(0)\ne0\), and the error is of order \(n^{-4}\). With \(C=E=1\) and \(b=0.7\), doubling \(n\) from 20 to 40 gives an observed order of 4.002.

### Why the untreated rule is slow

Gauss-Legendre nodes near an endpoint approach it at a distance of order \(n^{-2}\). The singular integrand leaves an unresolved contribution of order \(\int_0^{n^{-2}}x^{-1/2}dx\sim n^{-1}\). This is a scaling estimate. For the 50 eV collision, the observed order between 32 and 64 nodes is 0.99.

## Algorithm and laboratory quantities

1. Scan inward from large \(r\) until \(1-V/E-b^2/r^2\) changes sign, then refine \(r_0\) in that bracket. The scan must be fine enough not to step over a pair of roots if \(V\) has an attractive part.
2. Evaluate \(H(u_i)\) and form \(\theta_n\).
3. Increase \(n\) until the angle is stable to the accuracy required.

The root needs a tight tolerance, because \(g\) is obtained by cancellation near \(u=1\). At the node nearest \(u=1\), \(1-u^2\simeq(\pi/4n)^2\), so a small absolute error in \(g\) is magnified in \(H\) by a factor of order \(n^2\).

For a target initially at rest, let \(m_1,m_2\) be the projectile and target masses and \(E_{\rm lab}=m_1v^2/2\). Then

\[
E=\frac{1}{2}\frac{m_1m_2}{m_1+m_2}v^2=\frac{m_2}{m_1+m_2}E_{\rm lab}.
\]

The centre of mass moves at \(v_c=m_1v/(m_1+m_2)\), and the projectile has speed \(m_2v/(m_1+m_2)\) relative to it. Rotating the latter velocity by \(\theta\) and adding \(v_c\) along the beam gives the laboratory angle \(\Theta\):

\[
\tan\Theta=\frac{\sin\theta}{\cos\theta+m_1/m_2}.
\]

The target's velocity relative to the centre of mass has magnitude \(v_c\) and turns by \(\theta\). Its change, which is its final laboratory velocity, has magnitude \(2v_c\sin(\theta/2)\). The transferred energy is therefore

\[
T=\frac{m_2}{2}\,4v_c^2\sin^2\frac{\theta}{2}
=\frac{4m_1m_2}{(m_1+m_2)^2}E_{\rm lab}\sin^2\frac{\theta}{2}.
\]

## Chlorine on silicon at 50 eV

The Ziegler-Biersack-Littmark (ZBL) universal potential has the screened form above, with \(K=Z_1Z_2e^2/(4\pi\varepsilon_0)\) and

\[
c=(0.18175,\,0.50986,\,0.28022,\,0.02817),
\]
\[
d=(3.19980,\,0.94229,\,0.40290,\,0.20162),\qquad
a=\frac{0.8854\,a_{\rm B}}{Z_1^{0.23}+Z_2^{0.23}} ,
\]

where \(a_{\rm B}\) is the Bohr radius. For \(Z_1=17\) and \(Z_2=14\), \(K=342.7\) eV nm and \(a=0.01248\) nm. The masses 35.45 and 28.085 u give \(E=50\times28.085/63.535=22.10\) eV.

At \(b=0.10\) nm, \(r_0=0.146877\) nm and \(V(r_0)=11.86\) eV. Four nodes give

| \(u_i\) | \(H(u_i)\) |
|---|---|
| 0.980785 | 0.777685 |
| 0.831470 | 0.823869 |
| 0.555570 | 0.912331 |
| 0.195090 | 0.989555 |

The function is smooth, with endpoint value \(H(1)=0.772\). The sum is 3.50344, so

\[
\theta_4=180^\circ\left[1-\frac{0.10\times3.50344}{4\times0.146877}\right]=72.662^\circ .
\]

The converged value is 72.663° (1.2682 rad). It gives \(\Theta=31.46^\circ\) and

\[
T=0.9866\times50\ {\rm eV}\times\sin^2(36.33^\circ)=17.31\ {\rm eV}.
\]

The four-node error in \(T\) is \(-4.9\times10^{-4}\) eV. Relative to a 4000-node evaluation, the errors in \(\theta\) are:

| \(n\) | Gauss-Mehler (deg) | Gauss-Legendre (deg) |
|---|---|---|
| 2 | \(-7.6\times10^{-2}\) | 14.8 |
| 4 | \(-1.2\times10^{-3}\) | 8.2 |
| 8 | \(-2.2\times10^{-6}\) | 4.4 |
| 16 | \(1.0\times10^{-7}\) | 2.2 |

A single small difference between successive values of \(n\) is not a strict error bound. From 13 to 14 nodes the angle changes by only \(3.6\times10^{-8}\) degrees, while the remaining error is \(3.6\times10^{-7}\) degrees.

An independent test integrates Newton's equations for both atoms in the laboratory frame. It covers \(b=0.02\), 0.10 and 0.20 nm at 50 eV, and the 1 MeV collision below. The largest difference in \(\Theta\) is \(1.3\times10^{-12}\) rad, and the largest difference in \(T\) is \(8.9\times10^{-13}\) of \(E_{\rm lab}\).

### A close collision

At 1 MeV and \(b=5.0\times10^{-4}\) nm the deflection is 73.27°, close to that of the 50 eV case, although both energy and impact parameter have changed. The ratio \(r_0/a\) is now 0.078 instead of 11.8. The factors \(e^{-d_kr_0/(au)}\) switch on near \(u\sim d_kr_0/a\), in a narrow region next to \(\psi=0\). The step \(h=\pi/(2n)\) must resolve this region before the fast convergence appears.

With 8 nodes the error is \(-1.0\times10^{-2}\) degrees. Among all \(n\) up to 400, the error stays below \(10^{-4}\) degrees from \(n=48\) onward, compared with \(n=7\) at 50 eV. A fixed small node number chosen for low-energy etching should therefore not be carried over unexamined to close, high-energy collisions.

## What limits the physical angle

Ion energies of tens to a few hundred eV are roughly typical of directional silicon etching in chlorine plasmas, so 50 eV lies in the relevant regime. The real surface is chlorinated, and the plasma also supplies molecular ions; the calculation describes one atomic ion meeting one bare Si atom. The following estimates keep \(E_{\rm lab}=50\) eV and \(b=0.10\) nm.

**Neighbouring atoms.** Place a second Si atom 0.235 nm from the first, roughly a bond length, so that the ion is aimed between them in their common plane. A three-body trajectory without Si-Si forces changes \(\Theta\) from 31.5° to \(-0.2^\circ\). The two atoms push the ion in opposite directions and receive 24 and 18 eV, against 17 eV for the single target. In this chosen geometry the single-atom deflection is no guide to the ion's direction, and the first atom receives about 1.4 times the energy it would take in an isolated collision.

**The potential.** The Molière screening function \(0.35e^{-0.3x}+0.55e^{-1.2x}+0.10e^{-6x}\), with \(x=r/a_{\rm F}\) and Firsov length \(a_{\rm F}=0.8854a_{\rm B}/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}\), gives \(\theta=84^\circ\) instead of 73°. Neither value is a measurement. A rough Si-Cl bond can be represented by subtracting from ZBL a Gaussian \(A\exp\{-[(r-R)/w]^2\}\), with \(R=0.20\) nm, \(w=0.05\) nm and \(A\) chosen to make \(V(R)=-4\) eV. The angle becomes 78°. It can increase because the added force is attractive outside \(R\) but repulsive inside it.

**Thermal displacement.** In a Debye model with cutoff frequency \(\omega_D\), the mean square displacement along one axis is

\[
\sigma^2=\frac{3\hbar}{2m_2\omega_D^3}\int_0^{\omega_D}
\omega\coth\!\left(\frac{\hbar\omega}{2k_{\rm B}\mathcal T}\right)d\omega .
\]

At temperature \(\mathcal T=300\) K, with a rough Debye temperature of 600 K, \(\sigma=0.0069\) nm. The slope \(d\theta/db=-902\) deg/nm turns this into a spread of about 6°.

**Quantum spread.** A minimum-uncertainty packet of transverse width \(s\) has an angular width \(\hbar/(2ps)\), where \(p\) is the relative momentum; any other packet of that width spreads more. Let \(s\) be the spread in impact parameter, that is, the width the packet would have in free flight on reaching the plane through the target. If impact parameter and incoming direction are uncorrelated, the angular width adds in quadrature to the spread \(|d\theta/db|s\):

\[
(\delta\theta)^2=\left|\frac{d\theta}{db}\right|^2s^2+\frac{\hbar^2}{4p^2s^2}
\ge\left|\frac{d\theta}{db}\right|\frac{\hbar}{p},
\]

with equality when the two terms are equal. Here \(\hbar/p=2.46\times10^{-4}\) nm, and the minimum spread for such packets, whose narrowest point in free flight would lie at the target plane, is about 3.6°. The position of that narrowest point matters. If it lies a distance \(L\) upstream, a tilt \(\phi\) of the incoming direction also shifts the impact parameter by \(L\phi\), and the bound on \((\delta\theta)^2\) is multiplied by \(\bigl|1-L|d\theta/db|\bigr|\). With \(|d\theta/db|=15.7\) rad/nm and \(L=0.5\) nm, the minimum spread is about 9°. A packet prepared with a suitable correlation between position and momentum can leave with a smaller spread.

**Electronic loss.** The Lindhard-Scharff estimate, with stopping proportional to speed, gives about 1.5 eV over one bond length in silicon, or 3% of the ion energy. Its use at such low speed is an extrapolation.

Each of these angular effects far exceeds the four-node quadrature error of about 0.001°. For this collision, more nodes would refine the solution of the model without making the model a better description of the surface. The full numerical output follows.

## Table of computed values

```
Cl -> Si: masses 35.45, 28.085 u; E_lab = 50.0 eV; E_cm = 22.102 eV
Coulomb strength Z1 Z2 e^2 = 342.712 eV nm; ZBL length = 0.012482 nm
main collision: b = 0.100 nm, r0 = 0.146877 nm, r0/a = 11.767
V(r0) = 11.8567 eV; endpoint H(1) = 0.772071
theta_cm = 72.663282 deg = 1.26821352 rad
theta_lab = 31.4589 deg; energy transfer = 17.3145 eV
four-node calculation: u, H(u) (dimensionless)
  0.98078528  0.77768455
  0.83146961  0.82386930
  0.55557023  0.91233069
  0.19509032  0.98955482
four-node theta_cm = 72.662100 deg
four-node error in energy transfer = -4.857e-04 eV
n, Gauss-Mehler error (deg), Gauss-Legendre error (deg)
   2  -7.559e-02   1.476e+01
   4  -1.182e-03   8.218e+00
   8  -2.238e-06   4.360e+00
  16   1.015e-07   2.247e+00
  32  -3.446e-11   1.141e+00
Gauss-Legendre observed order = 0.9888
b (nm), r0 (nm), theta_cm (deg), theta_lab (deg), transfer (eV)
  0.02  0.12816  156.9356  48.8655  47.3566
  0.05  0.13211  123.1853  49.4958  38.1639
  0.10  0.14688  72.6633  31.4589  17.3145
  0.15  0.17304  35.2079  15.4975  4.5119
  0.20  0.21005  14.2517  6.2956  0.7591
Coulomb test (E=k=1, b=0.7), n=40: error -2.4309e-05, predicted -2.4310e-05 rad
inverse-square one-node error = 4.4e-16 rad; inverse-cube order = 4.0018
hard case: E_lab = 1.0 MeV, b = 5.0e-04 nm, r0/a = 0.0775
hard case theta_cm = 73.27298 deg; 8-node error = -1.005e-02 deg
nodes for error below 1e-4 deg: 50 eV case 7, hard case 48
trajectory check: worst lab angle difference = 1.3e-12 rad
trajectory check: worst transfer difference / E_lab = 8.9e-13
Moliere-Firsov potential: theta_cm = 84.091 deg
rough bond well: 4.0 eV at 0.20 nm, width 0.05 nm
with bond well: theta_cm = 78.279 deg
second Si at 0.235 nm: projectile lab angle = -0.159 deg
  transfers to first, second Si = 24.132, 18.194 eV
slope dtheta/db = -901.54 deg/nm
thermal rms at 300 K (Debye 600 K) = 0.00691 nm per axis
thermal angular spread = 6.233 deg
hbar/p = 2.457e-04 nm; quantum angular spread = 3.562 deg
electronic loss over one bond length = 1.481 eV
```
